# The least action for climbing to a saddle: a numerical check

```python
"""
Result under test: for friction*dx/dt = -grad V + thermal noise, the action
    S = (friction/4) * integral |dx/dt + grad V/friction|^2 dt
of any climb from a minimum to a saddle is at least the barrier, and the
barrier is approached by steepest descent run backwards in time.
Model: V = barrier*(1-x^2/a^2)^2 + stiffness/2*(y-bow*(1-x^2/a^2))^2.
Minima: (-a,0), (a,0). Saddle: (0,bow).
Internal units: nm, ps, eV; friction in eV ps/nm^2; mass in eV ps^2/nm^2.
The values are round model inputs in the rough regime of a hop in hot NiO.
"""
from functools import partial
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp, cumulative_trapezoid
from scipy.optimize import minimize
from scipy.spatial import cKDTree

barrier = 1.5
half_hop = 0.15
bow_model = 0.05
stiffness_model = 800.0
temperature = 1300.0
mass_u = 58.7
damping_rate = 20.0
mass_kg = mass_u * const.atomic_mass
mass = mass_kg / const.e * 1e6
friction = mass * damping_rate
kT = const.k * temperature / const.e
well = np.array([-half_hop, 0.0])
other_well = np.array([half_hop, 0.0])
saddle = np.array([0.0, bow_model])


def energy(p, bow=bow_model, stiffness=stiffness_model):
    x, y = p[..., 0], p[..., 1]
    shape = 1 - x**2 / half_hop**2
    return barrier * shape**2 + stiffness / 2 * (y - bow * shape)**2


def gradient(p, bow=bow_model, stiffness=stiffness_model):
    x, y = p[..., 0], p[..., 1]
    shape = 1 - x**2 / half_hop**2
    slope = -2 * bow * x / half_hop**2
    offset = y - bow * shape
    gx = -4 * barrier * x * shape / half_hop**2 - stiffness * offset * slope
    return np.stack([gx, stiffness * offset], axis=-1)


def hessian_times(p, r, bow=bow_model, stiffness=stiffness_model):
    x, y = p[..., 0], p[..., 1]
    shape = 1 - x**2 / half_hop**2
    slope = -2 * bow * x / half_hop**2
    offset = y - bow * shape
    hxx = (-4 * barrier / half_hop**2 * (1 - 3 * x**2 / half_hop**2)
           + stiffness * slope**2 + 2 * stiffness * offset * bow / half_hop**2)
    hxy = -stiffness * slope
    return np.stack([hxx * r[..., 0] + hxy * r[..., 1],
                     hxy * r[..., 0] + stiffness * r[..., 1]], axis=-1)


def sampled_action(times, path):
    """Action from its definition, velocities from finite differences."""
    velocity = np.gradient(path, times, axis=0, edge_order=2)
    residual = velocity + gradient(path) / friction
    return simpson(friction / 4 * np.sum(residual**2, axis=1), x=times)


def minimise_action(start, end, duration, segments=400,
                    grad=gradient, hess=hessian_times):
    """Least action over piecewise-linear paths with fixed ends.
    Four-point Gauss quadrature is exact for cubic forces on a segment."""
    dt = duration / segments
    nodes, weights = np.polynomial.legendre.leggauss(4)
    s = ((nodes + 1) / 2)[None, :, None]
    w = (weights / 2)[None, :, None]
    base = start + np.linspace(0, 1, segments + 1)[:, None] * (end - start)
    n = segments - 1
    # A typical second variation serves as preconditioner.
    matrix = friction / (2 * dt) * (2 * np.eye(n) - np.eye(n, k=1)
                                    - np.eye(n, k=-1))
    matrix += np.eye(n) * dt * 500.0**2 / (2 * friction)
    transform = np.linalg.inv(np.linalg.cholesky(matrix)).T

    def build(z):
        path = base.copy()
        path[1:-1] += transform @ z.reshape(n, 2)
        return path

    def cost(z):
        path = build(z)
        step = np.diff(path, axis=0)
        points = path[:-1, None, :] + s * step[:, None, :]
        residual = step[:, None, :] / dt + grad(points) / friction
        value = friction * dt / 4 * np.sum(w * residual**2)
        common = friction * dt / 2 * w * residual
        force = hess(points, common) / friction
        derivative = np.zeros_like(path)
        derivative[1:] += np.sum(common / dt + s * force, axis=1)
        derivative[:-1] += np.sum(-common / dt + (1 - s) * force, axis=1)
        return value, (transform.T @ derivative[1:-1]).ravel()

    found = minimize(cost, np.zeros(2 * n), jac=True, method="L-BFGS-B",
                     options=dict(maxiter=3000, maxfun=4000, maxcor=20,
                                  ftol=1e-14, gtol=1e-8))
    return found.fun, build(found.x)


# Forces, stationary points and curvature of the model.
probe, h = np.array([-0.07, 0.02]), 1e-6
numeric = [(energy(probe + h * e) - energy(probe - h * e)) / (2 * h)
           for e in np.eye(2)]
assert np.allclose(numeric, gradient(probe), rtol=1e-6, atol=1e-6)
hess_at = lambda p: np.array([(gradient(p + h * e) - gradient(p - h * e))
                              / (2 * h) for e in np.eye(2)])
well_curv = np.linalg.eigvalsh(hess_at(well))
saddle_curv = np.linalg.eigvalsh(hess_at(saddle))
assert np.allclose(gradient(well), 0) and np.allclose(gradient(saddle), 0)
assert well_curv[0] > 0 and saddle_curv[0] < 0 < saddle_curv[1]
assert abs(energy(saddle) - energy(well) - barrier) < 1e-12

# Noise strength and the factor in the action: harmonic spreading.
spring, target, spread_time = 300.0, 0.03, 0.03
variance, noise_steps = 0.0, 30000
small_dt = spread_time / noise_steps
for _ in range(noise_steps):
    variance = ((1 - spring * small_dt / friction)**2 * variance
                + 2 * kT * small_dt / friction)
noise_cost = kT * target**2 / (2 * variance)
harmonic_cost, _ = minimise_action(
    np.zeros(2), np.array([target, 0.0]), spread_time, 200,
    lambda p: spring * p, lambda p, r: spring * r)
assert abs(noise_cost / harmonic_cost - 1) < 1e-3

# An arbitrary path and its reverse differ in cost by the energy gained.
t = np.linspace(0, 0.3, 20001)
wiggle = np.column_stack([-0.14 + 0.4 * t + 0.02 * np.sin(40 * t),
                          0.02 * np.cos(25 * t)])
wiggle_up = sampled_action(t, wiggle)
wiggle_back = sampled_action(t, wiggle[::-1])
wiggle_gain = energy(wiggle[-1]) - energy(wiggle[0])
assert abs(wiggle_up - wiggle_back - wiggle_gain) < 1e-4

# Descent orbit and its reversal.
t = np.linspace(0, 1.4, 28001)
descent = solve_ivp(lambda _, p: -gradient(p) / friction, (0, t[-1]),
                    saddle + [-1e-5, 0], t_eval=t, method="DOP853",
                    rtol=1e-10, atol=1e-13)
assert descent.success
orbit = descent.y.T
assert np.linalg.norm(orbit[-1] - well) < 1e-6
down_cost = sampled_action(t, orbit)
up_cost = sampled_action(t, orbit[::-1])
assert down_cost < 1e-5 and abs(up_cost - barrier) < 1e-4

# Direct minimisation, without using the descent orbit as a guess.
durations = [0.1, 0.2, 0.4]
tree = cKDTree(orbit)
costs, distances = [], []
for duration in durations:
    value, path = minimise_action(well, saddle, duration)
    costs.append(value)
    distances.append(np.max(tree.query(path)[0]))
assert min(costs) > barrier
assert costs[0] > costs[1] > costs[2] and costs[2] - barrier < 5e-3
assert distances[0] > distances[1] > distances[2]
assert distances[2] < 3e-3
coarse_cost, _ = minimise_action(well, saddle, durations[-1], 200)
mesh_shift = coarse_cost - costs[-1]
assert abs(mesh_shift) < 1e-3

# Equal end energies still leave the full barrier to pay.
cross_time = 0.8
cross_cost, cross_path = minimise_action(well, other_well, cross_time)
assert barrier < cross_cost < barrier + 0.02
assert cross_cost >= np.max(energy(cross_path)) - energy(well)

# One-dimensional finite-duration law in the straightened valley.
well_k, top_k = 8 * barrier / half_hop**2, 4 * barrier / half_hop**2
tau = friction / well_k + friction / top_k


def finite_time(eps):
    drift = lambda x: (-4 * barrier * x * (1 - x**2 / half_hop**2)
                       / half_hop**2 / friction)
    speed = lambda x: np.sqrt(drift(x)**2 + eps**2)
    options = dict(points=[-half_hop + 1e-3, -1e-3], limit=500,
                   epsabs=1e-12, epsrel=1e-9)
    duration = quad(lambda x: 1 / speed(x), -half_hop, 0, **options)[0]
    extra = quad(lambda x: friction / 4 * (eps**2 / (speed(x) + drift(x)))**2
                 / speed(x), -half_hop, 0, **options)[0]
    return duration, extra


test_time, test_extra = finite_time(1.0)
straight_cost, _ = minimise_action(
    well, np.zeros(2), test_time, 400, partial(gradient, bow=0.0),
    partial(hessian_times, bow=0.0))
assert abs(straight_cost - barrier - test_extra) < 1e-3
time_1, extra_1 = finite_time(0.01)
time_2, extra_2 = finite_time(0.003)
decay = np.log(extra_1 / extra_2) / (time_2 - time_1)
assert abs(decay * tau / 2 - 1) < 0.02
assert abs(extra_2 / (friction * 0.003**2 * tau / 8) - 1) < 0.02

# Straight climb: geometric cost against explicitly timed motion.
chord = saddle - well
length = np.linalg.norm(chord)
tangent = chord / length


def line_density(s):
    g = gradient(well + s * tangent)
    return 0.5 * (np.linalg.norm(g) + g @ tangent)


line_cost = quad(line_density, 0, length, limit=200)[0]


def timed_line(factor):
    times = np.linspace(0, 1.5 / factor, 20001)
    motion = solve_ivp(
        lambda _, s: [factor * np.linalg.norm(gradient(well + s[0] * tangent))
                      / friction], (0, times[-1]), [1e-5], t_eval=times,
        method="DOP853", rtol=1e-9, atol=1e-12)
    assert motion.success and abs(motion.y[0, -1] - length) < 1e-4
    return sampled_action(times, well + motion.y[0][:, None] * tangent)


line_timed, line_slow, line_fast = [timed_line(f) for f in (1.0, 0.8, 1.25)]
assert abs(line_timed - line_cost) < 1e-3
assert min(line_slow, line_fast) > line_timed > barrier


# Learned valley with wrong stiffness but correct stationary points.
def learned_excess(error):
    def motion(_, state):
        true_g = gradient(state[:2])
        learned_g = gradient(state[:2],
                             stiffness=stiffness_model * (1 + error))
        velocity = -learned_g / friction
        extra = 0.5 * (np.linalg.norm(true_g) * np.linalg.norm(velocity)
                       + true_g @ velocity)
        return [velocity[0], velocity[1], extra]
    result = solve_ivp(motion, (0, 1.4), [-1e-5, bow_model, 0],
                       method="DOP853", rtol=1e-10, atol=1e-14)
    assert result.success
    return result.y[2, -1]


learned_5, learned_10 = learned_excess(0.05), learned_excess(0.10)
learned_ratio = learned_10 / learned_5
assert learned_5 > 0 and 3.3 < learned_ratio < 4.7

# Mean time to reach the barrier top, from the backward equation's quadrature.
grid = np.linspace(-2 * half_hop, 0, 40001)
line_energy = barrier * (1 - grid**2 / half_hop**2)**2


def passage_time(beta):
    inner = cumulative_trapezoid(np.exp(-beta * line_energy), grid, initial=0)
    use = grid >= -half_hop - 1e-12
    return beta * friction * np.trapezoid(
        np.exp(beta * line_energy[use]) * inner[use], grid[use]) \
        if hasattr(np, "trapezoid") else beta * friction * np.trapz(
        np.exp(beta * line_energy[use]) * inner[use], grid[use])


def activation(beta):
    return (np.log(passage_time(1.01 * beta))
            - np.log(passage_time(0.99 * beta))) / (0.02 * beta)


cold_temperature = 400.0
hot_activation = activation(1 / kT)
cold_activation = activation(const.e / (const.k * cold_temperature))
assert abs(cold_activation - barrier) < abs(hot_activation - barrier)
assert abs(cold_activation - barrier) < 0.01 * barrier

# Inertia changes the motion but not the least cost.
t_inertia = np.linspace(0, 3, 30001)
inertial = solve_ivp(
    lambda _, z: np.r_[z[2:], (-gradient(z[:2]) - friction * z[2:]) / mass],
    (0, 3), [-1e-4, bow_model, 0, 0], t_eval=t_inertia,
    method="DOP853", rtol=1e-9, atol=1e-12)
assert inertial.success
position = inertial.y[:2, ::-1].T
velocity = -inertial.y[2:, ::-1].T
acceleration = np.gradient(velocity, t_inertia, axis=0, edge_order=2)
residual = mass * acceleration + friction * velocity + gradient(position)
inertial_cost = simpson(np.sum(residual**2, axis=1) / (4 * friction),
                        x=t_inertia)
assert np.linalg.norm(position[0] - well) < 1e-4
assert abs(inertial_cost - barrier) < 1e-3
overdamped_growth = -saddle_curv[0] / friction
inertial_growth = np.max(np.linalg.eigvals(
    np.array([[0, 1], [-saddle_curv[0] / mass, -damping_rate]])).real)

# Tunnelling scale, checked by a parabolic-barrier tunnelling integral.
omega_top = np.sqrt(-saddle_curv[0] / mass) * 1e12
crossover = const.hbar * omega_top / (2 * np.pi * const.k)
deficit = 0.1 * const.e
turn = np.sqrt(2 * deficit / mass_kg) / omega_top
tunnel_integral = quad(lambda q: np.sqrt(max(0.0, 1 - q*q)), -1, 1)[0]
tunnel_exponent = (2 / const.hbar * turn * np.sqrt(2 * mass_kg * deficit)
                   * tunnel_integral)
assert abs(tunnel_exponent / (deficit / (const.k * crossover)) - 1) < 1e-6
assert crossover < temperature / 10
height_error = 0.05

print(f"Barrier: {barrier:.3f} eV = {barrier * const.e:.4e} J")
print(f"Hop length: {2 * half_hop:.3f} nm; valley bow: {bow_model:.3f} nm")
print(f"Transverse stiffness: {stiffness_model:.1f} eV/nm^2")
print(f"Mass: {mass_u:.1f} u; damping rate: {damping_rate:.1f} 1/ps")
print(f"Friction: {friction:.4f} eV ps/nm^2 = "
      f"{mass_kg * damping_rate * 1e12:.4e} kg/s")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Barrier/kT: {barrier / kT:.3f}")
print(f"Well curvatures: {well_curv[0]:.2f}, {well_curv[1]:.2f} eV/nm^2")
print(f"Saddle curvatures: {saddle_curv[0]:.2f}, {saddle_curv[1]:.2f} eV/nm^2")
print(f"Harmonic test: spring {spring:.0f} eV/nm^2, target {target:.3f} nm, "
      f"time {spread_time:.3f} ps")
print(f"Harmonic cost from noise: {noise_cost:.6f} eV")
print(f"Harmonic cost from least action: {harmonic_cost:.6f} eV")
print(f"Arbitrary path action: {wiggle_up:.6f} eV")
print(f"Same path reversed: {wiggle_back:.6f} eV")
print(f"Energy gained on that path: {wiggle_gain:.6f} eV")
print(f"Descent action: {down_cost:.3e} eV")
print(f"Reversed descent action: {up_cost:.6f} eV")
for duration, value, distance in zip(durations, costs, distances):
    print(f"Climb in {duration:.1f} ps: action {value:.6f} eV, "
          f"largest distance from orbit {distance:.3e} nm")
print(f"Path mesh shift, 200 minus 400 segments: {mesh_shift:.3e} eV")
print(f"Well-to-well action in {cross_time:.1f} ps: {cross_cost:.6f} eV")
print(f"Straightened valley: tau {tau:.6f} ps")
print(f"Finite-time test duration: {test_time:.6f} ps")
print(f"Excess from quadrature: {test_extra:.6f} eV")
print(f"Excess from path search: {straight_cost - barrier:.6f} eV")
print(f"Long-time excess decay: {decay:.4f} 1/ps; 2/tau: {2/tau:.4f} 1/ps")
print(f"Straight-line climb, geometric cost: {line_cost:.6f} eV")
print(f"Straight-line climb, timed action: {line_timed:.6f} eV")
print(f"Line action at speed factors 0.8, 1.25: "
      f"{line_slow:.6f}, {line_fast:.6f} eV")
print(f"Learned-valley excess, 5% stiffness error: {learned_5:.4e} eV")
print(f"Learned-valley excess, 10% stiffness error: {learned_10:.4e} eV")
print(f"Ratio of these excesses: {learned_ratio:.3f}")
print(f"Rate factor for {height_error:.2f} eV barrier error: "
      f"{np.exp(height_error / kT):.3f}")
print(f"Straightened-valley mean time to top: "
      f"{passage_time(1 / kT) / 1000:.3f} ns")
print(f"Activation energy at {temperature:.0f} K: {hot_activation:.6f} eV")
print(f"Activation energy at {cold_temperature:.0f} K: "
      f"{cold_activation:.6f} eV")
print(f"Inertial reversed-path action: {inertial_cost:.6f} eV")
print(f"Saddle growth rate, overdamped: {overdamped_growth:.3f} 1/ps")
print(f"Saddle growth rate, with inertia: {inertial_growth:.3f} 1/ps")
print(f"Tunnelling crossover temperature: {crossover:.2f} K")
print("finished without a failed check")
```

Printed output:

```
Barrier: 1.500 eV = 2.4033e-19 J
Hop length: 0.300 nm; valley bow: 0.050 nm
Transverse stiffness: 800.0 eV/nm^2
Mass: 58.7 u; damping rate: 20.0 1/ps
Friction: 12.1677 eV ps/nm^2 = 1.9495e-12 kg/s
Temperature: 1300 K; kT: 0.11203 eV
Barrier/kT: 13.390
Well curvatures: 309.26, 1379.63 eV/nm^2
Saddle curvatures: -266.67, 800.00 eV/nm^2
Harmonic test: spring 300 eV/nm^2, target 0.030 nm, time 0.030 ps
Harmonic cost from noise: 0.174820 eV
Harmonic cost from least action: 0.174823 eV
Arbitrary path action: 9.083868 eV
Same path reversed: 7.134198 eV
Energy gained on that path: 1.949670 eV
Descent action: 1.095e-14 eV
Reversed descent action: 1.500000 eV
Climb in 0.1 ps: action 1.760053 eV, largest distance from orbit 1.820e-03 nm
Climb in 0.2 ps: action 1.528396 eV, largest distance from orbit 2.077e-04 nm
Climb in 0.4 ps: action 1.500290 eV, largest distance from orbit 2.925e-05 nm
Path mesh shift, 200 minus 400 segments: 1.861e-05 eV
Well-to-well action in 0.8 ps: 1.500617 eV
Straightened valley: tau 0.068443 ps
Finite-time test duration: 0.115627 ps
Excess from quadrature: 0.114951 eV
Excess from path search: 0.114951 eV
Long-time excess decay: 29.2033 1/ps; 2/tau: 29.2214 1/ps
Straight-line climb, geometric cost: 1.854868 eV
Straight-line climb, timed action: 1.854867 eV
Line action at speed factors 0.8, 1.25: 1.882489, 1.882488 eV
Learned-valley excess, 5% stiffness error: 1.2221e-04 eV
Learned-valley excess, 10% stiffness error: 4.4725e-04 eV
Ratio of these excesses: 3.660
Rate factor for 0.05 eV barrier error: 1.563
Straightened-valley mean time to top: 68.275 ns
Activation energy at 1300 K: 1.496228 eV
Activation energy at 400 K: 1.499688 eV
Inertial reversed-path action: 1.499999 eV
Saddle growth rate, overdamped: 21.916 1/ps
Saddle growth rate, with inertia: 13.202 1/ps
Tunnelling crossover temperature: 25.45 K
finished without a failed check
```
